# Time for capillary suction to halve a water-filled nanoscale gap

## Problem

Two parallel walls of height $H=200$ nm stand a distance $h_0=20$ nm apart. The gap is full of water, which wets the walls completely, and the outer faces are dry. The base is sealed and the walls are long, so water can leave only through the mouth at the top. Take viscosity $\mu=0.89$ mPa s and surface tension $\gamma=72$ mN/m, rough values near 25 °C.

(a) Neglecting elastic resistance and inertia, and letting the walls stay parallel, find the time for the gap to halve.

(b) Where must the expelled water go for this answer to hold?

(c) How does the time change if the gap is initially half full, or if the walls are hinged at their bases?

For (a), assume that a sink at the mouth removes the expelled water without resistance, and that a semicircular meniscus spans the mouth throughout.

## Solution

### (a) Parallel walls

Let $z$ run from the base, $z=0$, to the mouth, $z=H$, and let $x$ run across the gap from $-h/2$ to $h/2$. Pressure $p$ is measured from the outside air. The closing speed of the gap is $V=-dh/dt>0$; each wall moves at $V/2$. Forces and fluxes are per unit length of wall.

**Flow.** Since $h\ll H$, the pressure is nearly uniform across the gap and the upward velocity obeys $\mu\,\partial^2u/\partial x^2=dp/dz$. With no slip at the walls,

$$u=-\frac{1}{2\mu}\frac{dp}{dz}\left(\frac{h^2}{4}-x^2\right),\qquad q=\int_{-h/2}^{h/2}u\,dx=-\frac{h^3}{12\mu}\frac{dp}{dz}.$$

The water below height $z$ has volume $hz$, which shrinks at the rate $Vz$. The base is sealed, so all of this passes upward: $q=Vz$. Hence $dp/dz=-12\mu Vz/h^3$.

**Pressure.** The meniscus has radius $h/2$, so the pressure beneath it is $-\gamma/(h/2)=-2\gamma/h$. Integrating down from the mouth gives

$$p(z)=-\frac{2\gamma}{h}+\frac{6\mu V}{h^3}(H^2-z^2).$$

The first term is suction; the second is the viscous pressure that drives the water out.

**Force balance.** A wall without inertia or stiffness carries no net force:

$$0=\int_0^H p\,dz=-\frac{2\gamma H}{h}+\frac{6\mu V}{h^3}\cdot\frac{2H^3}{3}
\quad\Rightarrow\quad V=\frac{\gamma h^2}{2\mu H^2}.$$

Then $6\mu VH^2/h^3=3\gamma/h$, and the pressure becomes $p=(\gamma/h)(1-3z^2/H^2)$. The water pushes the walls apart near the base and pulls them together near the mouth.

**Time.** From $dh/dt=-V$,

$$\frac{d}{dt}\frac1h=-\frac{1}{h^2}\frac{dh}{dt}=\frac{\gamma}{2\mu H^2}
\quad\Rightarrow\quad \frac1h-\frac1{h_0}=\frac{\gamma t}{2\mu H^2}.$$

At $h=h_0/2$ the left side is $1/h_0$, so

$$t_{1/2}=\frac{2\mu H^2}{\gamma h_0},\qquad h(t)=\frac{h_0}{1+t/t_{1/2}}.$$

For the given gap,

$$t_{1/2}=\frac{2(0.89\times10^{-3})(2\times10^{-7})^2}{(0.072)(2\times10^{-8})}\ \text{s}\approx 49\ \text{ns}.$$

The gap initially closes at 0.40 m/s, and at 0.10 m/s when it has halved. Suction doubles over this interval, but the viscous resistance grows as $h^{-3}$. The next halving, to 5 nm, therefore takes twice as long, about 99 ns. In this continuum model the gap reaches zero only as $t\to\infty$.

The suction at the mouth rises from 7.2 to 14.4 MPa. This far exceeds atmospheric pressure, so the water there is under tension, and the model assumes that no vapour bubble forms.

**Accuracy of the lubrication step.** The Stokes equations, incompressibility and the wall conditions are satisfied by

$$u_z=\frac{6Vz}{h^3}\left(\frac{h^2}{4}-x^2\right),\quad
u_x=-\frac{6V}{h^3}\left(\frac{h^2x}{4}-\frac{x^3}{3}\right),\quad
p=C-\frac{6\mu V(z^2-x^2)}{h^3}.$$

Let the average of $p-2\mu\,\partial u_z/\partial z$ over the mouth equal $-2\gamma/h$. The average of $x^2$ is $h^2/12$ and that of $\partial u_z/\partial z$ is $V/h$, so

$$C=-\frac{2\gamma}{h}+\frac{6\mu VH^2}{h^3}+\frac{3\mu V}{2h}.$$

At the wall $\partial u_x/\partial x=0$, and the $x^2$ term adds another $3\mu V/(2h)$. Zero mean wall pressure then requires

$$-\frac{2\gamma}{h}+\frac{4\mu VH^2}{h^3}+\frac{3\mu V}{h}=0,$$

which divides the earlier $V$ by $1+\tfrac34(h/H)^2$. The halving time rises by 0.4%. The shape of the meniscus is a separate matter: its depth, $h/2$, is initially 5% of $H$ and has been ignored in the force balance. The viscous force grows as the cube of the liquid height, so shortening that height by $h/2$ in the viscous term alone would lower the time to about 44 ns. The second digit of 49 ns is therefore uncertain.

### (b) The fate of the water

Halving the gap expels half the water. Suppose there is no sink and the meniscus stays pinned to the top edges. Initially the semicircular hollow above the water has area $\pi h_0^2/8$. Expelled water fills this hollow, and the meniscus is flat when

$$Hh=Hh_0-\frac{\pi h_0^2}{8},\qquad h_0-h=\frac{\pi h_0^2}{8H}\approx0.79\ \text{nm}.$$

The suction has then vanished. Surface tension still pulls the top edges together slightly; minimizing the surface energy at fixed water volume puts the stopping point at 0.80 nm. A brim-full gap with no sink and a pinned meniscus does not halve. Pinning is an added assumption here: at the stopping point the surface bulges about 3° above the top faces, and a liquid that wets those faces completely would spread over a square edge instead. With free spilling and a flat surface, each edge is pulled by $\gamma$ alone. Then $\gamma=4\mu VH^3/h^3$, and the gap would halve in about $6\mu H^3/(\gamma h_0^2)\approx1.5$ µs, or longer once the resistance of the spreading film is counted.

Evaporation is too slow to be the sink assumed in (a). Its kinetic upper limit is the one-way flux of saturated vapour. For molecular mass $m$ and vapour pressure $p_v$, the number density is $p_v/kT$. The outward velocity averaged over all molecules, with those moving inward counted as zero, is $\sqrt{kT/2\pi m}$; the product of the two is the one-way flux. Dividing the mass flux by the liquid density $\rho$ gives the speed at which liquid is lost,

$$J=\frac{p_v}{\rho}\sqrt{\frac{m}{2\pi kT}}\approx3.5\ \text{mm/s}$$

for $p_v\approx3.2$ kPa. Loss through a mouth of width $h$ gives $H\,dh/dt=-Jh$, hence a halving time $(H/J)\ln2\approx40$ µs, some 800 times $t_{1/2}$. The 49 ns estimate needs a liquid path out of the mouth, such as a wick, whose own suction matches that of the meniscus.

### (c) Two other cases

**Half-full gap.** Here the empty upper part receives the water. The liquid height $L$ obeys $Lh=L_0h_0$, so $dL/dt=LV/h$. With complete wetting, each unit of newly wetted wall area releases energy $\gamma$; two walls release $2\gamma LV/h$ per unit time. The change in meniscus area is neglected, being smaller by a factor of order $h/L$. Viscous dissipation is

$$\int_0^L\left(-q\frac{dp}{dz}\right)dz=\int_0^L\frac{12\mu V^2z^2}{h^3}\,dz=\frac{4\mu V^2L^3}{h^3}.$$

Equating the two rates gives

$$V=\frac{\gamma h^2}{2\mu L^2}=\frac{\gamma h^4}{2\mu L_0^2h_0^2}.$$

Since $\int_{h_0/2}^{h_0}h^{-4}dh=7/(3h_0^3)$,

$$t=\frac{2\mu L_0^2h_0^2}{\gamma}\cdot\frac{7}{3h_0^3}=\frac{14\mu L_0^2}{3\gamma h_0}.$$

For $L_0=H/2$ this is $\tfrac{7}{12}t_{1/2}\approx29$ ns, and the water just reaches the top when the gap has halved.

This meniscus advances quickly, which raises its contact angle $\theta$ and weakens the suction by $\cos\theta$. The Cox–Voinov law, $\theta^3=9\,\mathrm{Ca}\ln(h/2\lambda)$, with $\mathrm{Ca}=(\mu/\gamma)\,dL/dt=h\cos\theta/(2L)$ and a rough inner length $\lambda=0.3$ nm, gives $\cos\theta$ rising from 0.44 to 0.72. The time becomes about 46 ns. At such large angles and small lengths this correction is itself rough: $\lambda=0.1$ nm gives 51 ns and $\lambda=1$ nm gives 41 ns. It also omits the direct inward pull of the inclined meniscus on the walls, which would shorten the time by about 2 ns.

**Hinged walls.** Return to the full gap with a sink, but fix the gap at the base. If the mouth gap is $m_t$, then $h(z)=h_0-(h_0-m_t)z/H$. Let $U=-dm_t/dt$. The local closing speed is $Uz/H$, so $q=Uz^2/(2H)$ and $dp/dz=-6\mu Uz^2/(Hh^3)$. Now the moment about the base vanishes. Integrating by parts, with $p(H)=-2\gamma/m_t$ to leading order in the small tilt,

$$0=\int_0^H zp\,dz=\frac{H^2p(H)}{2}-\frac12\int_0^Hz^2\frac{dp}{dz}\,dz
=-\frac{\gamma H^2}{m_t}+3\mu UH^4I,$$

$$I=\int_0^1\frac{s^4\,ds}{h(sH)^3},\qquad U=\frac{\gamma}{3\mu H^2m_tI}.$$

Initially $I=1/(5h_0^3)$, so $U=5\gamma h_0^2/(3\mu H^2)$, which is $10/3$ of the parallel closing speed. Numerical integration of $dt=-dm_t/U$ gives 12 ns for the mouth to halve, a quarter of $t_{1/2}$. Part of the gain comes from less water having to leave: the mean gap falls from 20 to 15 nm, not to 10 nm, and parallel walls reach 15 nm in $t_{1/2}/3\approx16$ ns.

| Case | Time to halve gap or mouth |
|---|---|
| Full, sink, parallel walls | 49 ns |
| Full, sink, hinged walls | 12 ns |
| Half full, zero contact angle | 29 ns |
| Half full, dynamic contact angle | 46 ns |
| Full, pinned meniscus, evaporation at kinetic limit | 40 µs |
| Full, pinned meniscus, no sink | stops after 0.8 nm |

## Bearing on real patterns

The dimensions are a rough model of fine, tall silicon lines drying after a wet clean. Take walls $w=10$ nm thick with modulus $E\approx170$ GPa. A clamped wall under uniform pressure $P$ deflects by $P(z^4-4Hz^3+6H^2z^2)/(24D)$, where $D=Ew^3/12$; its mean deflection is $PH^4/(20D)$. By this formula, moving each wall by 5 nm on average takes 0.89 MPa, against 14.4 MPa of suction at half gap. The bent shape itself could not occur: its tip moves 2.5 times as far as the mean, 12.5 nm, whereas the tips meet after 10 nm. The formula serves here only as a rough spring stiffness for walls that stay parallel. Including this resistance in the parallel model lengthens the time to 52 ns.

Neglecting stiffness is therefore fair for walls that stay parallel, but $P$ grows as $w^3$. The ratio of elastic pressure to suction varies as $h(h_0-h)$, which is largest at half gap. With the other values fixed, this rough stiffness would keep the parallel gap from halving once $w$ exceeds about $10\,(14.4/0.885)^{1/3}\approx25$ nm.

An immobile water layer of 0.3 nm on each wall, also a rough value, narrows the flow channel and multiplies $V$ by $(1-0.6\ \text{nm}/h)^3$; the time becomes 57 ns. This keeps the meniscus radius at $h/2$; if the layer narrows the meniscus as well, the power is 2 and the time is 54 ns. Inertia matters little: the initial Reynolds number $\rho Vh_0/\mu$ is 0.009, and accelerating the wall takes about 190 Pa.

Real lines are anchored at the base and can bend, so their tips may approach while little water leaves. If the lubrication flow is coupled to the bending of clamped walls with the thickness and modulus above, the mouth halves in about 2.5 ns, sooner than for rigid hinged walls. The times found for rigid walls are therefore not predictions for such lines. Real lines may also have water on both sides, in which case equal pressures cancel and the closing force assumed here is absent. The largest uncertainty is the water's exit: for rigid walls, replacing the ideal sink by evaporation from a pinned meniscus moves the answer from tens of nanoseconds to tens of microseconds or more. The numerical output lists the values used.

## Computed results

```
Initial gap: 20 nm
Wall height: 200 nm
Water viscosity (rough): 0.89 mPa s
Surface tension (rough): 72 mN/m
Water density (rough): 997 kg/m3
Temperature: 298.1 K
Halving time, formula: 49.44 ns
Halving time, numerical flow: 49.44 ns
Initial closing speed of gap: 0.404 m/s
Closing speed at half gap: 0.101 m/s
Initial suction at mouth: 7.2 MPa
Suction at mouth at half gap: 14.4 MPa
Initial pressure at base: 3.6 MPa
Time to reach gap 16 nm: 12.36 ns
Time to reach gap 10 nm: 49.44 ns
Time to reach gap 5 nm: 148.3 ns
Halving time, Stokes flow: 49.63 ns
Stokes time / lubrication time: 1.0038
Mouth halving time, hinged walls: 12.1 ns
Hinged time / parallel time: 0.245
Half-filled gap: initial liquid height: 100 nm
Half-filled gap: halving time: 28.8 ns
Half-filled time / sink-model time: 0.583
Half-filled, initial cosine of dynamic angle: 0.44
Half-filled, final cosine of dynamic angle: 0.719
Inner cutoff length (rough): 0.3 nm
Half-filled time with dynamic angle: 46.4 ns
No sink: closure at energy minimum: 0.8 nm
No sink: closure at flat meniscus: 0.785 nm
Wall thickness: 10 nm
Wall modulus (rough): 170 GPa
Elastic pressure at half gap: 0.885 MPa
Halving time with bending stiffness: 51.9 ns
Immobile layer per wall (rough): 0.3 nm
Halving time with immobile layers: 56.8 ns
Initial Reynolds number of gap: 0.00906
Viscous diffusion time across gap: 0.448 ns
Wall density (rough): 2.33e+03 kg/m3
Initial wall inertia pressure: 191 Pa
Vapour pressure (rough): 3.2 kPa
Kinetic-limit evaporation speed: 3.45 mm/s
Time to evaporate the expelled water: 40.2 us
Evaporation time / halving time: 812
```
